\section*{How the Larkin Length of a Domain Wall Scales with Disorder}

\section{Definitions and conventions}

A domain wall with $D$ internal dimensions is described by a single-valued displacement $u(\mathbf x)$ normal to a flat reference plane. A wall in a three-dimensional crystal has $D=2$; a line in a film has $D=1$. The energy is
\begin{equation}
H[u]=\int d^Dx\left[\frac c2|\nabla u|^2+V(\mathbf x,u(\mathbf x))\right],
\label{eq:H}
\end{equation}
where $c$ is the stiffness and $V$ the random pinning energy, both per unit wall area. The pinning force per unit area is $f=-\partial V/\partial u$, so a configuration at rest satisfies
\begin{equation}
c\nabla^2u+f(\mathbf x,u)=0 .
\label{eq:eq}
\end{equation}
The force has zero mean and the correlator
\begin{equation}
\langle f(\mathbf x,u)f(\mathbf x',u')\rangle=\Delta(u-u')\,\delta^D(\mathbf x-\mathbf x'),\qquad \Delta(0)=\Delta_0 ,
\label{eq:corr}
\end{equation}
with $\Delta$ decaying over a range of order $\xi$. Temperature and driving field are zero. Pinning by the periodic crystal lattice, which can matter for walls only a few lattice spacings thick, is neglected. Algebra is in atomic units; numbers are in eV and \AA.

The Larkin length $L_c$ is the patch size at which the wall's displacement becomes comparable to $\xi$. On smaller patches the wall feels essentially one fixed set of random forces. On larger ones it can move into regions where the forces are different. The result derived below, for weak pinning and $D<4$, is
\begin{equation}
L_c=A_D\left(\frac{c^2\xi^2}{\Delta_0}\right)^{1/(4-D)} .
\label{eq:result}
\end{equation}
The number $A_D$ depends on how ``displacement'' and ``patch'' are defined. The exponent does not.

\section{The two competing forces}

\subsection{Elastic force}

For an orientation-independent wall tension $\sigma$, the energy is $\sigma$ times the area:
\begin{equation}
\sigma\int d^Dx\,\sqrt{1+|\nabla u|^2}
=\sigma L^D+\frac\sigma2\int d^Dx\,|\nabla u|^2+O(|\nabla u|^4).
\end{equation}
The first term is constant, and the second gives $c=\sigma$. This requires small slopes. It also requires local elasticity. A tilted ferroelectric wall generally carries bound charge, whose depolarizing field couples distant parts of the wall; here that field is taken as screened.

A patch of side $L$ displaced by $\xi$ relative to its surroundings has a gradient of order $\xi/L$ over an area $L^D$. Without numerical factors,
\begin{equation}
E_{\rm el}\sim c\,\frac{\xi^2}{L^2}L^D=c\,\xi^2L^{D-2},\qquad
F_{\rm el}\sim\frac{E_{\rm el}}{\xi}=c\,\xi L^{D-2}.
\label{eq:el}
\end{equation}

\subsection{Summed pinning force}

Let independent defects sit at random points $(\mathbf x_i,z_i)$ with density $n$ in the $(D+1)$-dimensional medium. Each acts on the wall at $\mathbf x_i$ through a well $-U_0\exp[-(u-z_i)^2/2\xi^2]$. With $s=u-z_i$, minus the derivative of the well is
\begin{equation}
g(s)=-\frac{U_0s}{\xi^2}e^{-s^2/2\xi^2},
\label{eq:g}
\end{equation}
which pulls the wall towards the defect. The force density is $f(\mathbf x,u)=\sum_i\delta^D(\mathbf x-\mathbf x_i)\,g(u-z_i)$. Its mean is $n\int g\,ds=0$, because $g$ is the derivative of a function that vanishes at both ends.

Since the mean vanishes and the defects are independent, products of forces from different defects average to zero. What remains is the contribution of each defect with itself, $\Delta(r)=n\int dz\,g(u-z)\,g(u'-z)$ with $r=u-u'$. Measuring $z$ from the midpoint of $u$ and $u'$ gives
\begin{align}
\Delta(r)&=n\int ds\;g(s+r/2)\,g(s-r/2)\nonumber\\
&=\frac{nU_0^2}{\xi^4}e^{-r^2/4\xi^2}\int ds\left(s^2-\frac{r^2}{4}\right)e^{-s^2/\xi^2}.
\end{align}
The Gaussian integrals are $\int s^2e^{-s^2/\xi^2}ds=\sqrt\pi\,\xi^3/2$ and $\int e^{-s^2/\xi^2}ds=\sqrt\pi\,\xi$. Therefore
\begin{equation}
\Delta(r)=\Delta_0\left(1-\frac{r^2}{2\xi^2}\right)e^{-r^2/4\xi^2},\qquad
\Delta_0=\frac{\sqrt\pi\,nU_0^2}{2\xi}.
\label{eq:delta}
\end{equation}
The correlation changes sign at $r=\sqrt2\,\xi$: at that displacement the forces are uncorrelated with the original ones. Farther on they tend to oppose them, with a correlation of about $-0.45\,\Delta_0$ at $r=\sqrt6\,\xi$, before the correlation decays to zero.

The total force on a flat patch is $F=\int d^Dx\,f(\mathbf x,0)$, and
\begin{equation}
\langle F^2\rangle=\int d^Dx\int d^Dx'\,\Delta_0\,\delta^D(\mathbf x-\mathbf x')=\Delta_0L^D .
\label{eq:F}
\end{equation}
Its typical size, $\Delta_0^{1/2}L^{D/2}$, grows as the square root of the number of defects, because forces of random sign add in variance.

\section{The balance}

Setting $F_{\rm el}$ equal to the typical pinning force gives
\begin{equation}
c\,\xi L^{D-2}=\Delta_0^{1/2}L^{D/2}
\quad\Longrightarrow\quad
L^{(4-D)/2}=\frac{c\,\xi}{\Delta_0^{1/2}},
\end{equation}
since $D/2-(D-2)=(4-D)/2$. Squaring and taking the root defines the balance length
\begin{equation}
L_b=\left(\frac{c^2\xi^2}{\Delta_0}\right)^{1/(4-D)} ,
\label{eq:Lb}
\end{equation}
which is Eq.~\eqref{eq:result} with $A_D=1$. In terms of energies, a displacement $\xi$ gains about $E_{\rm pin}\sim\xi\Delta_0^{1/2}L^{D/2}$, and
\begin{equation}
\frac{E_{\rm pin}}{E_{\rm el}}=\left(\frac L{L_b}\right)^{(4-D)/2}.
\end{equation}
For $D<4$ elasticity wins on small patches and disorder on large ones.

The phrase ``disorder strength'' has to be specified before an exponent is quoted. Inserting Eq.~\eqref{eq:delta},
\begin{equation}
L_b=\left(\frac{2c^2\xi^3}{\sqrt\pi\,nU_0^2}\right)^{1/(4-D)} .
\end{equation}
Thus $L_c\propto\Delta_0^{-1/(4-D)}$ in the force variance, $L_c\propto n^{-1/(4-D)}$ in the defect density, and $L_c\propto U_0^{-2/(4-D)}$ in the strength of one defect. For $D=2$ the three exponents are $-1/2$, $-1/2$ and $-1$.

The same balance covers an isotropic non-local elasticity in which a mode of wavenumber $q$ has stiffness $c_\alpha q^\alpha$. The elastic force is then $c_\alpha\xi L^{D-\alpha}$, and equating it to $\Delta_0^{1/2}L^{D/2}$ gives
\begin{equation}
L_b=\left(\frac{c_\alpha^2\xi^2}{\Delta_0}\right)^{1/(2\alpha-D)},\qquad D<2\alpha .
\end{equation}
Local elasticity is $\alpha=2$. An unscreened ferroelectric wall has a direction-dependent kernel and is not covered by this formula.

\section{Minimization on a clamped patch}

\subsection{One mode}

The estimate can be replaced by a calculation. Take a cube $0<x_i<L$ whose edges are held at $u=0$, and replace $f(\mathbf x,u)$ by $f(\mathbf x,0)$, which is justified while $|u|\ll\xi$. Try $u=a\varphi$ with $\varphi=\prod_i\sin(\pi x_i/L)$. Each factor $\sin^2$ or $\cos^2$ integrates to $L/2$, so
\begin{equation}
\int\varphi^2d^Dx=\left(\frac L2\right)^D,\qquad
\int|\nabla\varphi|^2d^Dx=\frac{D\pi^2}{L^2}\left(\frac L2\right)^D .
\end{equation}
Define $k=cD\pi^2L^{-2}(L/2)^D$ and $F_\varphi=\int f(\mathbf x,0)\varphi\,d^Dx$. Up to a constant the energy is
\begin{equation}
E(a)=\tfrac12ka^2-aF_\varphi ,
\end{equation}
with its minimum at $a=F_\varphi/k$. By Eq.~\eqref{eq:corr}, $\langle F_\varphi^2\rangle=\Delta_0(L/2)^D$. The mean square displacement averaged over the patch is therefore
\begin{equation}
\frac{\langle a^2\rangle}{L^D}\left(\frac L2\right)^D
=\frac{\Delta_0(L/2)^{2D}}{k^2L^D}
=\frac{\Delta_0L^{4-D}}{c^2D^2\pi^4}.
\label{eq:one}
\end{equation}
Setting this equal to $\xi^2$ reproduces the exponent of Eq.~\eqref{eq:Lb}, with prefactor $(D^2\pi^4)^{1/(4-D)}$.

\subsection{All modes}

The normalized functions $\varphi_{\mathbf n}=(2/L)^{D/2}\prod_i\sin(n_i\pi x_i/L)$, with $n_i=1,2,\dots$, diagonalize the elastic energy. Writing $u=\sum a_{\mathbf n}\varphi_{\mathbf n}$ and $f_{\mathbf n}=\int f(\mathbf x,0)\varphi_{\mathbf n}d^Dx$,
\begin{equation}
H=\sum_{\mathbf n}\left(\frac c2q_{\mathbf n}^2a_{\mathbf n}^2-f_{\mathbf n}a_{\mathbf n}\right)+\text{const},\qquad
q_{\mathbf n}^2=\frac{\pi^2|\mathbf n|^2}{L^2}.
\end{equation}
The minimum is $a_{\mathbf n}=f_{\mathbf n}/(cq_{\mathbf n}^2)$. Orthonormality and Eq.~\eqref{eq:corr} give $\langle f_{\mathbf n}^2\rangle=\Delta_0$ for every mode. The patch-averaged mean square displacement is
\begin{equation}
w^2=\frac1{L^D}\sum_{\mathbf n}\frac{\Delta_0}{c^2q_{\mathbf n}^4}
=S_D\frac{\Delta_0L^{4-D}}{c^2},\qquad
S_D=\frac1{\pi^4}\sum_{\mathbf n}\frac1{|\mathbf n|^4}.
\label{eq:w}
\end{equation}
The criterion $w=\xi$ then yields
\begin{equation}
L_c=S_D^{-1/(4-D)}L_b .
\label{eq:clamp}
\end{equation}
At this point $|u|\ll\xi$ no longer holds, so Eq.~\eqref{eq:clamp} is an extrapolation of the fixed-force result that defines the crossover scale.

\subsection{Evaluating $S_D$}

A rapidly convergent form follows from $b^{-2}=\int_0^\infty t\,e^{-bt}dt$ with $b=\pi^2|\mathbf n|^2$. The exponential factorizes over the axes:
\begin{equation}
S_D=\int_0^\infty t\,[\theta(t)]^D\,dt,\qquad
\theta(t)=\sum_{n=1}^\infty e^{-\pi^2n^2t}.
\label{eq:heat}
\end{equation}
At large $t$ the integrand decays exponentially. At small $t$ the sum approaches $\int_0^\infty e^{-\pi^2n^2t}dn=1/(2\sqrt{\pi t})$, so the integrand behaves as $t^{1-D/2}$. This is integrable at zero for $D<4$ and not for $D\ge4$. In code, the substitution $t=s^2$ removes the remaining singularity at $D=3$. For small $t$ use the equivalent Poisson-summed form
\begin{equation}
\theta(t)=\frac12\left[\frac{1+2\sum_{n\ge1}e^{-n^2/t}}{\sqrt{\pi t}}-1\right].
\end{equation}

\begin{center}
\begin{tabular}{cccc}
$D$ & $S_D$ & $A_D=S_D^{-1/(4-D)}$ & lowest-mode share of $w^2$\\
1 & 0.01111 & 4.48 & 0.92\\
2 & 0.00436 & 15.2 & 0.59\\
3 & 0.00635 & 158 & 0.18
\end{tabular}
\end{center}

For $D=1$, $S_1=1/90$. Sums over the diagonalized spectra of discretized walls, combined as $2S(80)-S(40)$ from 40 and 80 cells per side, agree with all three constants within the 1\% tolerance of the test. This combination cancels an error proportional to the inverse number of cells per side, which is the leading one for $D=3$. For $D=1$ and 2 the error falls off faster and the combination is not needed. The prefactors are large because $S_D$ is small, and the power $1/(4-D)$, which grows from $1/3$ to 1 between $D=1$ and $D=3$, amplifies this. The last column is the ratio of Eq.~\eqref{eq:one} to Eq.~\eqref{eq:w}, $1/(D^2\pi^4S_D)$. A line bows mainly in its lowest mode, whereas for $D=3$ shorter waves supply most of $w^2$. The definition of displacement therefore matters more in higher dimension. Even for $D=2$, keeping the lowest mode alone gives $A_2=2\pi^2\approx19.7$ instead of 15.2.

\section{Scaling of the nonlinear problem}

The exponent does not rest on fixing the forces at $u=0$. Put $\mathbf x=\ell\mathbf y$ and $u=\xi v$ in Eq.~\eqref{eq:eq} and multiply by $\ell^2/(c\xi)$:
\begin{equation}
\nabla_y^2v+h(\mathbf y,v)=0,\qquad
h(\mathbf y,v)=\frac{\ell^2}{c\xi}f(\ell\mathbf y,\xi v).
\end{equation}
Because $\delta^D(\ell\mathbf y)=\ell^{-D}\delta^D(\mathbf y)$, the new force has the correlator
\begin{equation}
\langle hh'\rangle=\frac{\ell^{4-D}\Delta_0}{c^2\xi^2}\,
\frac{\Delta(\xi(v-v'))}{\Delta_0}\,\delta^D(\mathbf y-\mathbf y').
\end{equation}
The choice $\ell=L_b$ makes the first factor equal to one. The disorder strength has then disappeared from the equation and survives only in the reduced patch size $L/L_b$. For a given way of preparing the wall, such as overdamped relaxation from a flat start,
\begin{equation}
\frac{w^2}{\xi^2}=\Phi_D\!\left(\frac L{L_b}\right).
\label{eq:phi}
\end{equation}

Two assumptions enter. First, the force must be Gaussian on the scale $L_b$, so that its correlator fixes its statistics. With $N_b\sim n\xi L_b^D$ defects in reach, the $k$th cumulant of the summed force, divided by the $k/2$ power of its variance, scales as $N_b^{1-k/2}$. This is small for $k>2$ when $N_b\gg1$. Second, short-distance cutoffs must not matter. For the fixed-force $w^2$ this follows from the convergence of $S_D$. For the nonlinear problem it is an assumption, examined numerically here for $D=1$.

Clamped lines were relaxed from a flat start among explicit random wells, in units where $c$, $\xi$ and the lattice spacing are one. Going from 32 to 64 cells at fixed $L/L_b$ doubles $L_b$, which for $D=1$ requires $\Delta_0$ to fall by $2^3=8$. At $L/L_b=1.5$ the fixed-force value is $1.5^3/90=0.0375$, and the relaxed lines give 0.0380 and 0.0375. At $L/L_b=8$ they give 1.20 and 1.12. The second value is 7\% below the first, while $\Delta_0$ changes eightfold. If one Gaussian mode dominated, each mean over 600 lines would have a relative sampling error of $\sqrt{2/600}\approx6\%$, so this difference is not significant on that estimate. In these two runs $L_b$ is only 4 and 8 cells and $n\xi L_b$ is 4 and 8, so $N_b\gg1$ is only modestly satisfied, and the collapse is shown to the sampling accuracy and no better.

On the long lines the fixed-force formula predicts $8^3/90=5.69$, about five times the relaxed values. The formula is inconsistent there: it keeps the original force acting at its own predicted rms displacement, $\sqrt{5.69}\,\xi\approx2.4\,\xi$, where by Eq.~\eqref{eq:delta} the correlation with that force is already negative. This shows that the formula is outside its range; it does not fix the size of the reduction. Lines this long usually have several rest states, and the relaxed values refer to the one reached from the flat start. Equation~\eqref{eq:w} should therefore be used to predict roughness only well below $L_c$. At $L_c$ it serves to define the crossover scale.

\section{Four dimensions and above}

At $D=4$ the powers of $L$ in the balance cancel, and the mode sum needs a short-distance cutoff $a$. Positive integer vectors fill $1/16$ of four-dimensional space, whose unit sphere has area $2\pi^2$. Hence
\begin{equation}
\frac1{\pi^4}\sum_{|\mathbf n|\lesssim L/a}\frac1{|\mathbf n|^4}
\simeq\frac{2\pi^2}{16\pi^4}\int^{L/a}\frac{dn}{n}
=\frac{1}{8\pi^2}\ln\frac La+\text{const}.
\end{equation}
Setting $w=\xi$ gives
\begin{equation}
L_c\sim a\exp\left(\frac{8\pi^2c^2\xi^2}{\Delta_0}\right),
\end{equation}
up to a factor fixed by the cutoff and the edges. The power law has become an exponential. The predicted growth of the scaled sum per doubling of $L$ is $\ln2/(8\pi^2)=0.00878$. Lattices of 96 to 384 cells per side give 0.00879 after the leading size correction is removed. Those of 12 to 48 cells give 0.00913, which is 4\% high: with this extrapolation, small lattices still carry a visible higher-order size error.

For $D>4$ the sum is dominated by short waves and grows as $(L/a)^{D-4}$. This cancels the factor $L^{4-D}$ in Eq.~\eqref{eq:w}, leaving $w^2\sim\Delta_0a^{4-D}/c^2$, which approaches a constant as $L/a$ grows. If this is small compared with $\xi^2$, growth of the displacement defines no Larkin length.

\section{A two-dimensional wall in numbers}

Take round model parameters: $c=0.01$~eV/\AA$^2$, $\xi=10$~\AA, $n=10^{-4}$~\AA$^{-3}$ and $U_0=0.1$~eV. Equation~\eqref{eq:delta} gives
\begin{equation}
\Delta_0=\frac{\sqrt\pi\,(10^{-4})(0.1)^2}{2(10)}
=8.86\times10^{-8}\ \text{eV}^2/\text{\AA}^4,
\end{equation}
so $\Delta_0^{1/2}=2.98\times10^{-4}$~eV/\AA$^2$. Sampling random defects over a flat patch of side 50~\AA\ gives a force variance of $2.20\times10^{-4}$~eV$^2$/\AA$^2$, against $2.22\times10^{-4}$ from $\Delta_0L^2$. At side 100~\AA\ the values are $8.90\times10^{-4}$ and $8.86\times10^{-4}$, which confirms the growth with area.

For $D=2$ the balance length is
\begin{equation}
L_b=\frac{c\,\xi}{\Delta_0^{1/2}}
=\frac{0.01\times10}{2.98\times10^{-4}}\ \text{\AA}
\approx336\ \text{\AA}\approx635\ \text{bohr}.
\end{equation}
The elastic energy $c\xi^2=1$~eV does not depend on $L$. The pinning energy $\xi\Delta_0^{1/2}L$ is 0.5, 1 and 2~eV at $L_b/2$, $L_b$ and $2L_b$. The clamped-patch criterion gives
\begin{equation}
L_c=\frac{L_b}{\sqrt{S_2}}=15.2\,L_b\approx5.1\times10^3\ \text{\AA}\approx9.6\times10^3\ \text{bohr}.
\end{equation}
The factor of 15 between the two lengths is a matter of definition, not of physics. A comparison between calculations must use one criterion throughout.

Halving $U_0$ to 0.05~eV doubles $L_b$ to 672~\AA; doubling it to 0.2~eV halves $L_b$ to 168~\AA. The clamped length changes by the same factors, as $L_c\propto U_0^{-1}$ requires.

\subsection{Is the pinning collective?}

About 226 defects lie within $\xi$ of a flat patch of side $L_b$, so the summed force is close to Gaussian. It must also be checked that no single defect can hold the wall. Let $G$ be the displacement per unit force at a defect. One defect at height $z$ gives $u=G\,g(u-z)$. This has a single solution if $G\,g'<1$ everywhere. From Eq.~\eqref{eq:g},
\begin{equation}
g'(s)=\frac{U_0}{\xi^2}\left(\frac{s^2}{\xi^2}-1\right)e^{-s^2/2\xi^2},
\end{equation}
whose maximum, at $s^2=3\xi^2$, is $2e^{-3/2}U_0/\xi^2\approx0.45\,U_0/\xi^2$. The simpler condition $GU_0/\xi^2<1$ is therefore sufficient.

For $D=2$ a point force produces a logarithmically divergent displacement at its own position, so the force needs a lateral size. Take it as a Gaussian of width $\xi$ at the patch centre, and average the displacement with the same weight. Each Gaussian contributes $e^{-q^2\xi^2/2}$, and only odd modes are non-zero at the centre:
\begin{equation}
G=\frac4{\pi^2c}\sum_{m,n\ \rm odd}\frac{e^{-\pi^2(m^2+n^2)\xi^2/L^2}}{m^2+n^2}.
\end{equation}
At the clamped length this is $G\approx83$~\AA$^2$/eV. With $U_0/\xi^2=10^{-3}$~eV/\AA$^2$, the product is 0.083, well below one. This $G$ is the response of the bare elastic wall; the change of stiffness caused by the other defects is not included. Doubling $L$ adds $\ln2/(2\pi c)\approx11$~\AA$^2$/eV to $G$, a growth confirmed within 1\%, so the conclusion depends weakly on patch size.

If $GU_0/\xi^2$ exceeded $e^{3/2}/2\approx2.2$, so that $G\,g'$ passed one at its maximum, single defects could create several rest positions. Their forces would then no longer add as fixed random numbers, and Eq.~\eqref{eq:result} would not be a safe estimate. The remaining values and comparisons are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
stiffness c = 0.01 eV/A^2
force range xi = 10 A
defect density n = 0.0001 A^-3
well depth U0 = 0.1 eV
Delta0 = 8.8623e-08 eV^2/A^4
sqrt(Delta0) = 2.9770e-04 eV/A^2
side 50 A: force variance sampled 2.203e-04, formula 2.216e-04 eV^2/A^2
side 100 A: force variance sampled 8.899e-04, formula 8.862e-04 eV^2/A^2
balance length, D=2: 335.9 A = 634.8 bohr
clamped-patch length, D=2: 5089 A = 9617 bohr
ratio clamped/balance, D=2: 15.15
side 168.0 A: elastic c*xi^2 = 1.000 eV, pinning = 0.500 eV
side 335.9 A: elastic c*xi^2 = 1.000 eV, pinning = 1.000 eV
side 671.8 A: elastic c*xi^2 = 1.000 eV, pinning = 2.000 eV
U0 0.05 eV: Delta0 2.216e-08 eV^2/A^4, balance 671.8 A, clamped 10178 A
U0 0.10 eV: Delta0 8.862e-08 eV^2/A^4, balance 335.9 A, clamped 5089 A
U0 0.20 eV: Delta0 3.545e-07 eV^2/A^4, balance 168.0 A, clamped 2545 A
defects within xi of flat balance patch: 226
defects within xi of flat clamped patch: 51800
one-defect compliance = 82.9 A^2/eV
well curvature times compliance = 0.083
D=1: S = 0.011111, lattice 0.011102, A = 4.48, lowest mode 0.924
D=2: S = 0.004357, lattice 0.004342, A = 15.15, lowest mode 0.589
D=3: S = 0.006347, lattice 0.006387, A = 157.56, lowest mode 0.180
D=4 growth per doubling: formula 0.008779
  lattice, 12 to 48 cells: 0.009131
  lattice, 96 to 384 cells: 0.008787
short lines, L/L_b = 1.5: fixed-force w^2/xi^2 = 0.0375
  32 cells, Delta0 = 1.030e-04 (c=xi=spacing=1): relaxed w^2/xi^2 = 0.0380
  64 cells, Delta0 = 1.287e-05 (c=xi=spacing=1): relaxed w^2/xi^2 = 0.0375
long lines, L/L_b = 8.0: fixed-force w^2/xi^2 = 5.6889
  32 cells, Delta0 = 1.562e-02 (c=xi=spacing=1): relaxed w^2/xi^2 = 1.2036
  64 cells, Delta0 = 1.953e-03 (c=xi=spacing=1): relaxed w^2/xi^2 = 1.1160
\end{verbatim}
